# Implant profiles through arbitrary mask openings with depth-dependent lateral spread

Suppose the depth profile of a wide implanted area is copied unchanged into every mask opening. For ions whose lateral standard deviation is 20 nm, the centre of a long slot 40 nm wide then gets a concentration too high by almost half: the model below gives 68% of the wide-area value there. The copied profile also ends at the mask edge, whereas dopant in fact lies under the mask.

Convolving the opening with a lateral spreading function cures both faults, but a numerical convolution can fail while its total dose is perfect. Dose conservation alone is therefore not a sufficient test.

## Five cells by hand

Take a row of cells with three open ones in the middle, each receiving one unit of dose:

\[
M=(0,1,1,1,0).
\]

Half of the ions stop in a shallow layer and half in a deep one. An ion stays in its entry column with probability \(1-2w\) and moves to either neighbour with probability \(w\). Let \(w=1/8\) for the shallow layer and \(w=1/4\) for the deep one. Per unit of dose assigned to a layer, the five columns receive

\[
W=(w,\;1-w,\;1,\;1-w,\;w).
\]

The second entry, for example, is \((1-2w)+w\): its own ions that stay, plus those from its right neighbour. The central column loses \(2w\) and regains \(w\) from each side.

- **Dose.** The sum is \(2w+2(1-w)+1=3\) for either \(w\), so each layer conserves its dose.
- **Wide-area limit.** The central value is 1 because every cell within reach is open. With one open cell it would be \(1-2w\), although dose would still be conserved.
- **Depth dependence.** The fraction under the mask is \(2w/3\), which is \(1/12\) in the shallow layer and \(1/6\) in the deep one. A single averaged \(w=3/16\) gives the correct dose summed over both layers, but wrong concentrations beside the mask edges in each.

Now store only the three open cells and join their ends in a ring, as a discrete Fourier transform does. Each cell regains all it loses, so the result is \((1,1,1)\). The sum is still 3, but both edges have vanished. Conservation cannot detect this error.

## The continuous model

Let the target fill \(z>0\), and let \(M(x,y)\) be 1 in the opening and 0 under the mask. The opening has finite area \(A\). The mask is thin and perfectly absorbing, and incidence is normal. The retained dose \(\Phi\) is the number of ions per unit open area that stop in the target. Their depth density \(f(z)\) satisfies \(\int_0^\infty f\,dz=1\).

An ion that stops at depth \(z\) is assumed to have the lateral displacement density

\[
G_\sigma(\mathbf r)=\frac{1}{2\pi\sigma^2}
e^{-|\mathbf r|^2/(2\sigma^2)},\qquad \sigma=\sigma(z).
\]

Here \(\sigma\) is the standard deviation along one lateral axis. It belongs to the final depth, since \(f(z)G_{\sigma(z)}(\mathbf r)\) is the joint density of depth and displacement. Adding the contributions of all entry points \(\mathbf r'\) gives the mean as-implanted concentration

\[
N(\mathbf r,z)=\Phi f(z)\,W(\mathbf r;\sigma(z)),\qquad
W(\mathbf r;\sigma)=\int M(\mathbf r')\,G_\sigma(\mathbf r-\mathbf r')\,d^2r'.
\]

The planar, one-dimensional profile is \(\Phi f(z)\), and \(W\) is the local fraction of it.

### Dose conservation

The integrand is nonnegative, so the order of integration may be exchanged:

\[
\int W\,d^2r=\int M(\mathbf r')
\left[\int G_\sigma(\mathbf r-\mathbf r')\,d^2r\right]d^2r'
=\int M(\mathbf r')\,d^2r'=A.
\]

The bracket is 1 at each depth, whatever the value of \(\sigma(z)\). Hence

\[
\int N\,d^2r=\Phi A f(z),\qquad
\int_0^\infty\! dz\int N\,d^2r=\Phi A.
\]

### The one-dimensional limit

Let a disc of radius \(d\) around an observation point lie wholly inside the opening. The missing part \(1-W\) can come only from displacements longer than \(d\). In polar coordinates their probability is

\[
\int_d^\infty \frac{e^{-r^2/(2\sigma^2)}}{2\pi\sigma^2}\,2\pi r\,dr
=\left[-e^{-r^2/(2\sigma^2)}\right]_d^\infty
=e^{-d^2/(2\sigma^2)}.
\]

Therefore

\[
0\le 1-W\le e^{-d^2/(2\sigma^2)}.
\]

If the disc lies wholly under the mask, the same argument gives \(0\le W\le e^{-d^2/(2\sigma^2)}\). These bounds hold for any shape. The first becomes an equality at the centre of a circular opening of radius \(d\).

"Far from every edge" thus means \(d\gg\sigma(z)\) at the depth considered. Where \(\sigma\) grows with depth, a point can be far from the edges for shallow ions and not for deep ones.

## Edges, rectangles and corners

For a rectangle \(a<x<b\), \(p<y<q\), the Gaussian factorises. With \(t=(x-x')/(\sqrt2\,\sigma)\), so that \(dx'=-\sqrt2\,\sigma\,dt\), the \(x\) factor is

\[
\int_a^b\frac{e^{-(x-x')^2/(2\sigma^2)}}{\sqrt{2\pi}\,\sigma}\,dx'
=\frac12\left[
\operatorname{erf}\frac{x-a}{\sqrt2\,\sigma}
-\operatorname{erf}\frac{x-b}{\sqrt2\,\sigma}\right].
\]

The minus sign in \(dx'\) has been absorbed by exchanging the limits. The \(y\) factor has the same form, and disjoint rectangles add.

For a single straight edge, let \(u\) be the distance into the masked side. Sending the other edges to infinity leaves

\[
W=\frac12\operatorname{erfc}\frac{u}{\sqrt2\,\sigma}=Q(u/\sigma),
\]

where \(Q\) is the upper tail probability of a standard normal variable. At the edge \(W=1/2\). At an isolated convex right-angled corner both factors are \(1/2\), so \(W=1/4\). At a re-entrant corner one quadrant is missing, so \(W=1-1/4=3/4\). Direct two-dimensional quadrature on the L-shaped opening used below gives 0.5000, 0.2500 and 0.7500.

## The algorithm for an arbitrary opening

Divide a box around the opening into square cells of side \(h\), and let \(m_j\) be the open fraction of cell \(j\). This replaces the opening by uniform cells of height \(m_j\). At the cell centres,

\[
W_i=\sum_j m_j K(\mathbf r_i-\mathbf r_j),
\]

where \(K\) is the convolution of \(G_\sigma\) with one cell of unit height. The Fourier transform of the Gaussian is \(e^{-\sigma^2k^2/2}\), with \(k^2=k_x^2+k_y^2\). That of the cell is a product of two factors of the form

\[
\int_{-h/2}^{h/2}e^{-ik_xx}\,dx
=\frac{2\sin(k_xh/2)}{k_x}
=h\,\operatorname{sinc}\frac{k_xh}{2},
\qquad \operatorname{sinc}v=\frac{\sin v}{v}.
\]

Sampling \(K\) at spacing \(h\) divides its transform by \(h^2\) and adds copies shifted by multiples of \(2\pi/h\). The division cancels the \(h^2\) from the cell. Without the shifted copies, the multiplier is

\[
T(\mathbf k)=e^{-\sigma^2k^2/2}\,
\operatorname{sinc}\frac{k_xh}{2}\,
\operatorname{sinc}\frac{k_yh}{2}.
\]

At the largest resolved wavenumber along one axis, \(\pi/h\), the Gaussian is \(e^{-\pi^2\sigma^2/(2h^2)}\). This sets the scale of the neglected copies, so \(\sigma\) should be at least about two cells wide, which makes this factor \(3\times10^{-9}\).

The procedure is:

1. Compute the open fractions and surround the opening with masked cells several \(\sigma\) wide.
2. Transform the fractions once.
3. At each depth, multiply by \(T\) with \(\sigma=\sigma(z)\), transform back, and multiply by \(\Phi f(z)\).
4. For the dose in a region made of whole cells, include a second pair of sinc factors. They turn point values into cell averages.

Since \(T(0)=1\), the sum of \(W_i\) equals the sum of \(m_j\) even when the padding is missing. This is the ring of three cells again.

If the edges follow cell boundaries, the cell representation is exact. Otherwise, consider a straight edge parallel to the grid that leaves a fraction \(c\) of a cell open. The true open strip has first moment \(\int_0^{ch}x\,dx=c^2h^2/2\). Spreading the same area over the cell gives \(c\int_0^hx\,dx=ch^2/2\). The areas agree, so the leading error in \(W\) is the difference of moments, \(c(1-c)h^2/2\), times the slope of the one-dimensional Gaussian. The first factor is at most \(h^2/8\). The slope is largest at distance \(\sigma\), where its magnitude is \(1/(\sigma^2\sqrt{2\pi e})\). Thus

\[
|\delta W|\lesssim\frac{h^2}{8\sigma^2\sqrt{2\pi e}}.
\]

For \(\sigma=20\) nm this gives \(1.9\times10^{-3}\) at \(h=5\) nm and \(4.7\times10^{-4}\) at 2.5 nm. The estimate is for one isolated edge with exact open fractions. Where two edges lie within a few \(\sigma\) their errors add: up to about 1.7 times the estimate near a convex corner, and twice it at the centre of a slot \(2\sigma\) wide. An off-grid disc of radius 300 nm, compared with its exact probability integral, showed largest errors of \(2.0\times10^{-3}\) and \(5.7\times10^{-4}\). The second is about a fifth above the estimate. The excess comes from finding the open fractions by sampling 8 by 8 points per cell: with accurately integrated fractions the errors fall to \(1.8\times10^{-3}\) and \(4.1\times10^{-4}\), below the estimate. Such sampling can misplace an edge parallel to the grid by up to \(h/16\). This adds an error of up to \(h/(16\sigma\sqrt{2\pi})\), first order in \(h\) and about \(3\times10^{-3}\) at 2.5 nm, so fractions for off-grid straight edges should be computed exactly.

## How much dose lies under the mask?

Shift the whole opening by a random displacement \((X,Y)\) drawn from \(G_\sigma\). The mean area of the shifted copy outside the original is the displaced area \(S\), and \(S/A\) is the displaced fraction at that depth.

Take a polygon with sides along \(x\) and \(y\), perimeter \(P\), \(n\) corners, sides much longer than \(\sigma\), and no neck or gap between its parts that is only a few \(\sigma\) wide. For each axis, half of the edge length perpendicular to it faces the direction of motion. Attach to each such edge a strip of width \(|X|\) or \(|Y|\). Averaged over the Gaussian, both widths are \(\sigma\sqrt{2/\pi}\), so the strips contribute

\[
\frac P2\,\sigma\sqrt{\frac2\pi}=\frac{P\sigma}{\sqrt{2\pi}}.
\]

The strips miscount small rectangles of area \(|XY|\) at the corners. At a convex corner, moving outward along both axes adds one rectangle. Moving outward along one axis and inward along the other removes one, in each of two cases. Moving inward along both changes nothing. The sum over the four sign combinations is \(1-1-1+0=-1\).

At a re-entrant corner, the two strips overlap once when both components point into the masked notch, and the other three cases need no correction. The sum is again \(-1\). Each corner therefore contributes on average \(-\tfrac14\langle|XY|\rangle=-\tfrac14(2\sigma^2/\pi)\), and

\[
S=\frac{P\sigma}{\sqrt{2\pi}}-\frac{n\sigma^2}{2\pi}.
\]

Displacements longer than a side, or long enough to span a neck or gap, are miscounted, but they are exponentially rare under these conditions. For all depths together, replace \(\sigma\) and \(\sigma^2\) by their averages over \(f\).

## Arsenic through an L-shaped opening

The opening is a 400 nm square with a 200 nm square removed from one corner, so \(A=120000\) nm², \(P=1600\) nm and \(n=6\). The depth density is a Gaussian with range parameter \(R_p=70\) nm and straggle \(\Delta R_p=25\) nm, cut off at the surface and renormalised. The cut removes 0.26% of the original Gaussian. The retained dose is \(10^{14}\) cm⁻², and the lateral law is

\[
\sigma^2(z)=\sigma_L^2\left[1+\beta\frac{z-R_p}{\Delta R_p}\right],
\qquad \sigma_L=20\ \text{nm},\quad \beta=0.25.
\]

It vanishes at \(z=R_p-\Delta R_p/\beta=-30\) nm, outside the target, so it is positive throughout \(z\ge0\).

With 5 nm cells and 200 nm of padding on each side, the transform was tested against the rectangle formula at every cell centre, at depths 0, 70 and 170 nm. The largest difference in \(W\) was \(5.7\times10^{-13}\), and both distance bounds held. Summing the rectangle formula over the box and integrating over depth returned the retained dose to the ten decimals printed.

Without padding, the dose was again correct, but \(W\) was wrong by up to 0.698. This value can be traced. At the outer corner of the notch, the periodic copies place open regions in three of the four surrounding quadrants. The nearest cell centre is 2.5 nm inside the masked quadrant along each axis, so the false value is \(1-[1-Q(2.5/20)]^2=0.698\), where the true value is practically zero.

**Near an edge.** At \(z=70\) nm the planar concentration is \(1.60\times10^{19}\) cm⁻³. At the middle of the long left edge it is half that, \(8.0\times10^{18}\). It is \(1.35\times10^{19}\) at 20 nm inside the opening and \(3.6\times10^{17}\) at 40 nm under the mask. The last value is 2.3% of the planar one. At the same lateral position the fraction is 0.23% at \(z=20\) nm and 6.3% at 140 nm, because \(\sigma\) rises from 14 to 26 nm.

**Far from the edges.** The point in the middle of the upper arm, 100 nm from three edges, has \(1-W=8.6\times10^{-7}\) at \(z=70\) nm. The disc bound is \(3.7\times10^{-6}\). For a departure below 1% of the planar value at this depth, 61 nm of clearance suffices for any shape, while a single straight edge needs 47 nm. At 140 nm depth the any-shape distance grows to \(60.7\times26.1/20\approx79\) nm.

**Under the mask.** With \(\sigma=20\) nm at all depths,

\[
\frac SA\approx\frac{1600(20)/\sqrt{2\pi}-6(20)^2/(2\pi)}{120000}
\approx10.3\%.
\]

The depth average gives 10.245%, as does the sum of transformed cell averages. Random ion histories gave 10.213%, within the five standard errors allowed. Ions deeper than 70 nm supply 5.64 percentage points and shallower ones 4.61, although the two groups are almost equally numerous.

**Junction shape.** In a uniform p-type background of \(N_B=10^{17}\) cm⁻³, the metallurgical junction is where \(N=N_B\). In the planar region its depth is

\[
z_j=R_p+\Delta R_p\sqrt{2\ln\frac{1.60\times10^{19}}{10^{17}}}
\approx70+25(3.19)\approx150\ \text{nm}.
\]

Beneath a straight edge, \(\Phi f(z)Q(u/\sigma)=N_B\) gives

\[
u(z)=\sigma(z)\,Q^{-1}\!\left(\frac{N_B}{\Phi f(z)}\right).
\]

With constant \(\sigma=20\) nm the greatest reach is 50 nm, at \(z=R_p\). With the depth-dependent law it is 52 nm, at \(z=88\) nm. The maximum moves deeper because \(f'(R_p)=0\), which leaves \(u'(R_p)=\sigma'(R_p)\,Q^{-1}>0\).

## Beside a real implant

The range and straggles are rough values for arsenic implanted into silicon at about 100 keV. The slope \(\beta\) is a model choice, and other ions and energies need their own law. The following estimates show what the simplifications cost.

- **Tilt and mask height.** A 200 nm mask at 7° tilt casts a shadow up to \(200\tan7^\circ=25\) nm long, more than the lateral straggle. The mean stopping position also shifts by about 9 nm.
- **Channelling.** If 5% of the ions form an exponential tail that starts at \(R_p\) and has a 40 nm decay length, the planar junction moves from 150 to 172 nm.
- **Mask sidewalls.** Ions can leave a thick mask through its sidewall. If they spread in the mask as they do in silicon, the scale of this dose is \(P\sigma_L/(\sqrt{2\pi}A)=10.6\%\) of the opening's dose. This is a crude scale, not a bound.
- **Lateral tails.** An equal mixture of two Gaussians with the same variance but kurtosis 4 extends the reach at 88 nm depth from 52 to 58 nm.
- **Annealing.** A rough diffusivity of \(2\times10^{-15}\) cm²/s for 10 s gives \(\sqrt{2Dt}=2\) nm, which widens the lateral straggle to 20.1 nm. A 10% widening would take a diffusivity 21 times larger, so strongly enhanced diffusion must be treated separately.
- **Mask transmission.** With the silicon range and straggle used for the mask, a Gaussian tail gives \(10^{-7}\) through 200 nm. A slower tail would transmit more.
- **Discrete ions.** About 120000 ions enter the opening, but a 10 nm cube at the peak holds 16 on average. Poisson noise there is 25%, so the smooth \(N\) is a mean over many nominally identical devices.

For this example, tilt, channelling and sidewall scattering matter far more than the numerical error of the convolution. Further values are in the numerical output.

## Table of computed values

```
Range, straggle, lateral: 70, 25, 20 nm
Slope beta: 0.25; dose: 1.00e+14 cm^-2
Background: 1.00e+17 cm^-3
Opening area: 120000 nm^2; perimeter: 1600 nm
Gaussian part cut off above surface: 0.256 %
Dose-averaged lateral rms: 20.020 nm
Grid step: 5 nm; box side: 800 nm
Largest FFT error in W: 5.7e-13
Unpadded: W error 0.698, dose error 0.0e+00
Disc W error, step 5 nm: 1.99e-03
Disc W error, step 2.5 nm: 5.73e-04
Ions expected through opening: 120000
Recovered dose / incident retained dose: 1.0000000000
Displaced under mask, formula: 10.245 %
Displaced under mask, FFT: 10.245 %
Displaced under mask, random ions: 10.213 %
Displaced and deeper than range, formula: 5.638 %
Displaced and deeper, random ions: 5.643 %
W at edge, convex, re-entrant corner: 0.5000, 0.2500, 0.7500
At range, x=-40 nm, y=200 nm: N=3.640e+17 cm^-3
At range, x=-20 nm, y=200 nm: N=2.538e+18 cm^-3
At range, x=0 nm, y=200 nm: N=7.999e+18 cm^-3
At range, x=20 nm, y=200 nm: N=1.346e+19 cm^-3
At range, x=40 nm, y=200 nm: N=1.563e+19 cm^-3
At range, x=60 nm, y=200 nm: N=1.598e+19 cm^-3
z=20 nm: s=14.14 nm, planar=2.165e+18, 40 nm under mask=5.064e+15 cm^-3
z=70 nm: s=20.00 nm, planar=1.600e+19, 40 nm under mask=3.640e+17 cm^-3
z=100 nm: s=22.80 nm, planar=7.787e+18, 40 nm under mask=3.092e+17 cm^-3
z=140 nm: s=26.08 nm, planar=3.174e+17, 40 nm under mask=1.985e+16 cm^-3
Arm point (100,300) nm, 1-W at range: 8.60e-07
Disc bound there: 3.73e-06
Distance for 1% by disc bound: 60.70 nm
Distance for 1% at straight edge: 46.53 nm
40 nm slot, centre W at range: 0.6827
Vertical junction depth: 149.65 nm
Lateral reach: 52.24 nm at depth 87.55 nm
Lateral reach with constant width: 49.95 nm
Mask height 200 nm, tilt 7 deg: shadow 24.6 nm
Tilt shift at range: 8.6 nm
Anneal D=2.0e-15 cm^2/s, t=10 s: sqrt(2Dt)=2.00 nm
Lateral straggle after anneal: 20.10 nm
D multiplier for 10% wider lateral straggle: 21.0
Channel tail 5%, decay 40 nm: junction 172.4 nm
Mask transmission, Gaussian estimate: 1.0e-07
Sidewall-scattering scale / opening dose: 10.6 %
Lateral kurtosis 4: reach at same depth 58.42 nm
Ions in 10 nm cube at peak: 16.0; relative noise 25 %
```
